# Linear-response U as a screened Hartree-exchange-correlation kernel, part 1

(Sections cited here and not found follow in the second part.)

## The decision

A linear-response calculation of the Hubbard $U$ begins with a choice that looks like bookkeeping. One lists some occupations $n_I$, perturbs each in turn, collects the changes of the listed occupations in two small matrices, and inverts them. The list may hold one site, every equivalent site, or every site and spin separately. For the O 2p shell of triplet O$_2$ in the local density approximation and the small def2-SVP basis (a triple-zeta basis lowers each value by 0.4 to 1.0 eV) the three lists give on-site values of 9.89 eV, 10.79 eV, and 8.88 eV or 7.75 eV for the two like-spin elements. All come from one self-consistent ground state, one functional, one basis and one set of projectors. Choosing among them requires knowing what the inversion computes. It computes the Hartree-exchange-correlation (Hxc) kernel, taken between particular density modes and screened by the response the system can make while the listed occupations stay fixed. An occupation placed on the list is removed from the screening, and an occupation left off takes part in it.

The phrase "screened by everything outside the Hubbard occupations" is correct under two conditions. "Outside" must mean "at fixed $n_I$", and the density modes must be the ones that the bare response selects. Another division of the response into inside and outside leaves extra terms.

## Setting and definition

Atomic units are used in the algebra. The ground state is a collinear-spin Kohn-Sham state in a finite orthonormal basis, with real orbitals, integer occupations and a gap in each spin channel. Occupied orbitals carry the labels $i,j$ and empty ones $a,b$. The density matrix $\gamma$ is block diagonal in spin, and $\gamma_0$ is its ground-state value. The energy is

$$E[\gamma]=\mathrm{Tr}\,h\gamma+E_{\rm Hxc}[\gamma],$$

with $h$ the kinetic and external operator. The Kohn-Sham Hamiltonian is $H[\gamma]=h+\partial E_{\rm Hxc}/\partial\gamma$, and $H_0=H[\gamma_0]$ has eigenvalues $\varepsilon$.

The Hubbard set consists of $m$ real symmetric projectors $P_I$, diagonal in spin and held fixed throughout. They define $n_I=\mathrm{Tr}\,P_I\gamma$. A perturbation $\sum_J\alpha_JP_J$ is added to $h$ and two $m\times m$ matrices are measured at $\alpha=0$:

$$(\chi_{HH})_{IJ}=\frac{dn_I}{d\alpha_J}\bigg|_{\rm SCF},\qquad(\chi^0_{HH})_{IJ}=\frac{dn_I}{d\alpha_J}\bigg|_{H_0}.$$

In the first the Hxc potential relaxes to self-consistency. In the second it is frozen, so that $H_0+\sum_J\alpha_JP_J$ is diagonalized once. The linear-response interaction matrix is defined by

$$U=(\chi^0_{HH})^{-1}-(\chi_{HH})^{-1}.\tag{1}$$

For spin-summed site projectors its diagonal elements are the on-site parameters and its off-diagonal elements the intersite ones; for a site-and-spin list the off-diagonal elements also include the on-site opposite-spin interaction. The matrices are projected first and inverted afterwards, and this order produces the screening.

## The bare response

Let a real symmetric, spin-diagonal operator $V$ be added to $H_0$, and write $\gamma=\gamma_0+\gamma_1+\gamma_2+\dots$ by order in $V$. Integer occupations mean $\gamma^2=\gamma$. At first order this reads $\gamma_1=\gamma_0\gamma_1+\gamma_1\gamma_0$. Between two occupied orbitals it gives $(\gamma_1)_{ij}=2(\gamma_1)_{ij}$, and between two empty ones $(\gamma_1)_{ab}=0$. Both blocks vanish, so $\gamma_1$ is fixed by its occupied-empty elements $x_{ia}=(\gamma_1)_{ia}=(\gamma_1)_{ai}$.

The perturbed $\gamma$ is built from eigenvectors of $H_0+V$, so the two commute. At first order $[H_0,\gamma_1]+[V,\gamma_0]=0$. The $(a,i)$ element of the first commutator is $(\varepsilon_a-\varepsilon_i)x_{ia}$. That of the second is $V_{ai}\cdot1-0\cdot V_{ai}$. Therefore

$$x_{ia}=-\frac{V_{ia}}{\Delta_{ia}},\qquad\Delta_{ia}=\varepsilon_a-\varepsilon_i>0 .$$

Degeneracies inside the occupied or the empty space never enter a denominator.

The change of the expectation value of a real symmetric operator $O$ is $\mathrm{Tr}\,O\gamma_1=\sum_{ia}(O_{ia}x_{ia}+O_{ai}x_{ia})=2\sum_{ia}O_{ia}x_{ia}$. The factor 2 counts the two off-diagonal blocks and has nothing to do with spin. It is absorbed into the density coordinate $\rho_{ia}=2x_{ia}$. Let $\mu=(i,a,\sigma)$ run over the $N$ occupied-empty pairs of both spins. An operator is represented by the vector of its pair elements, $v_\mu=V_{ia}^\sigma$, a density change by $\rho_\mu$, and

$$\delta\langle O\rangle=o^T\rho,\qquad\rho=\chi^0v,\qquad\chi^0=\mathrm{diag}\left(-\frac{2}{\Delta_\mu}\right).\tag{2}$$

The matrix $\chi^0$ is symmetric, negative definite and invertible on the pair space. Constant potentials, and any operator that commutes with $\gamma_0$, have $v=0$ and have dropped out. The spin density belonging to $\rho$ is $\delta n_\sigma(\mathbf r)=\langle\mathbf r\sigma|\gamma_1|\mathbf r\sigma\rangle=\sum_{ia}\rho_{ia\sigma}\,\varphi_{i\sigma}(\mathbf r)\varphi_{a\sigma}(\mathbf r)$. Each product integrates to zero by orthogonality, so every vector $\rho$ describes a neutral density change.

Let $p$ be the $N\times m$ matrix whose column $I$ holds the pair elements of $P_I$. With $v=p\alpha$ and $\delta n=p^T\rho$, equation (2) gives

$$\chi^0_{HH}=p^T\chi^0p.\tag{3}$$

For a vector $c$ of $m$ coefficients, $c^T\chi^0_{HH}c=-2\sum_\mu(pc)_\mu^2/\Delta_\mu$, which is negative unless $pc=0$. The first assumption is that the columns of $p$ are linearly independent, which makes $\chi^0_{HH}$ negative definite. It fails when some combination $\sum_Ic_IP_I$ commutes with $\gamma_0$, for instance when the projectors add up to the identity, and (1) is then undefined.

## The kernel and the Dyson equation

In the self-consistent problem the density change alters the Hxc potential. For a local functional the first-order change is

$$\delta v_\sigma(\mathbf r)=\int\frac{\sum_{\sigma'}\delta n_{\sigma'}(\mathbf r')}{|\mathbf r-\mathbf r'|}d\mathbf r'+\sum_{\sigma'}f_{xc}^{\sigma\sigma'}(\mathbf r)\,\delta n_{\sigma'}(\mathbf r),$$

where $f_{xc}^{\sigma\sigma'}$ is the second derivative of the xc energy density with respect to $n_\sigma$ and $n_{\sigma'}$. Inserting $\delta n_{\sigma'}$ in terms of $\rho$ and taking the $(i,a,\sigma)$ element gives $\delta v=K\rho$ with

$$K_{\mu\nu}=(ia|jb)+\int\varphi_{i\sigma}\varphi_{a\sigma}\,f_{xc}^{\sigma\sigma'}\varphi_{j\sigma'}\varphi_{b\sigma'}\,d\mathbf r,\qquad\nu=(j,b,\sigma').$$

Here $(ia|jb)$ is the Coulomb integral between the two orbital products. With $\rho$ as the coordinate no further factor appears. $K$ is the second derivative of $E_{\rm Hxc}$ along $\gamma_1$ and is therefore symmetric. Symmetry is the one property of $K$ used until stability is needed, so the algebra below also covers a twice-differentiable functional of $\gamma$ that contains exact exchange or a Hubbard term, with $K$ then including their second derivatives.

The orbitals respond to the total first-order potential, external plus induced:

$$\rho=\chi^0(v+K\rho).\tag{4}$$

Multiplying by $(\chi^0)^{-1}$ and moving $K\rho$ to the left gives $[(\chi^0)^{-1}-K]\rho=v$. The full response $\rho=\chi v$ thus obeys

$$\chi^{-1}=(\chi^0)^{-1}-K,\qquad\chi=\chi^0+\chi^0K\chi,\tag{5}$$

where the second form is (4) with $\rho=\chi v$ for arbitrary $v$. Projection gives $\chi_{HH}=p^T\chi p$. If $p$ were square and invertible, (1) would read $p^{-1}[(\chi^0)^{-1}-\chi^{-1}]p^{-T}=p^{-1}Kp^{-T}$, the unscreened kernel in new coordinates. For $m<N$ the inverse of a projection is not the projection of the inverse, and that difference has to be evaluated.

## Energy curvature and stability

The second-order energy supplies both the stability condition and the meaning of (1). Let $\gamma_1$ be any trial change with coordinates $\rho$. Idempotency at second order reads $\gamma_2=\gamma_0\gamma_2+\gamma_2\gamma_0+\gamma_1^2$. The occupied block gives $(\gamma_2)_{ij}=2(\gamma_2)_{ij}+(\gamma_1^2)_{ij}$, so $(\gamma_2)_{ij}=-(\gamma_1^2)_{ij}$. The empty block gives $(\gamma_2)_{ab}=(\gamma_1^2)_{ab}$. Expanding the energy,

$$E[\gamma]-E[\gamma_0]=\mathrm{Tr}\,H_0\gamma_1+\mathrm{Tr}\,H_0\gamma_2+\tfrac12\rho^TK\rho+\dots$$

The first term vanishes because $H_0$ has no occupied-empty elements, and for the same reason the occupied-empty block of $\gamma_2$ does not contribute. With $(\gamma_1^2)_{ii}=\sum_ax_{ia}^2$ and $(\gamma_1^2)_{aa}=\sum_ix_{ia}^2$,

$$\mathrm{Tr}\,H_0\gamma_2=\sum_\mu\Delta_\mu x_\mu^2=\tfrac12\sum_\mu\frac{\Delta_\mu}{2}\rho_\mu^2=-\tfrac12\rho^T(\chi^0)^{-1}\rho .$$

The second-order energy is therefore

$$E_2[\rho]=\tfrac12\rho^TM\rho,\qquad M=-(\chi^0)^{-1}+K=-\chi^{-1}.\tag{6}$$

The second assumption is that $M$ is positive definite, meaning that the state is a minimum with respect to real, spin-conserving orbital rotations. Then $\chi=-M^{-1}$ exists and is negative definite, and $\chi_{HH}$ is negative definite by the argument given for $\chi^0_{HH}$.

With the perturbation present, the energy gains $\alpha^Tn_0+\alpha^Tp^T\rho$, where $n_0$ holds the ground-state occupations. The term $\sum_J\alpha_J\mathrm{Tr}\,P_J\gamma_2$ is of third order. Minimizing $\tfrac12\rho^TM\rho+\alpha^Tp^T\rho$ gives $M\rho=-p\alpha$, which is (5) again, and the minimum value is $-\tfrac12\alpha^Tp^TM^{-1}p\,\alpha=\tfrac12\alpha^T\chi_{HH}\alpha$. The curvature of the total energy in $\alpha$ is thus $\chi_{HH}$.

Read differently, $\alpha$ is a Lagrange multiplier. The vector $\rho=\chi p\alpha$ minimizes $E_2$ among all $\rho$ with the given $\delta n=p^T\rho=\chi_{HH}\alpha$. The value of $E_2$ there is $\tfrac12\alpha^Tp^T\chi M\chi p\,\alpha=-\tfrac12\alpha^T\chi_{HH}\alpha$, since $M\chi=-1$. Substituting $\alpha=\chi_{HH}^{-1}\delta n$,

$$\min_{p^T\rho=\delta n}E_2=\tfrac12\,\delta n^T\left(-\chi_{HH}^{-1}\right)\delta n.\tag{7}$$

Setting $K=0$ gives the same statement for the band energy $\mathrm{Tr}\,H_0\gamma$ in the frozen potential, with curvature $-(\chi^0_{HH})^{-1}$. Equation (1) is the difference of the two: $U$ is the curvature of the interacting energy in the occupations minus the curvature that independent electrons in $H_0$ already have.

## The bare response at fixed occupations

Apply a potential $v$ in the frozen Hamiltonian together with a compensating potential $p\lambda$ chosen so that no listed occupation changes:

$$\rho=\chi^0(v+p\lambda),\qquad p^T\rho=0 .$$

The constraint reads $p^T\chi^0v+\chi^0_{HH}\lambda=0$, so $\lambda=-(\chi^0_{HH})^{-1}p^T\chi^0v$. Substitution gives $\rho=\chi^0_Rv$ with

$$\chi^0_R=\chi^0-\chi^0p\,(\chi^0_{HH})^{-1}p^T\chi^0 .$$

Define the $N\times m$ matrix

$$D=\chi^0p\,(\chi^0_{HH})^{-1},\tag{8}$$

with columns $d_I$. Because $\chi^0$ and $\chi^0_{HH}$ are symmetric, $D^T=(\chi^0_{HH})^{-1}p^T\chi^0$, and $D\chi^0_{HH}D^T=\chi^0p\,(\chi^0_{HH})^{-1}p^T\chi^0$. The bare response therefore splits as

$$\chi^0=D\,\chi^0_{HH}D^T+\chi^0_R.\tag{9}$$

Two identities carry the proof. From (3) and (8),

$$p^TD=\chi^0_{HH}(\chi^0_{HH})^{-1}=1_m,\tag{10}$$

and from the definition of $\chi^0_R$,

$$\chi^0_R\,p=\chi^0p-\chi^0p\,(\chi^0_{HH})^{-1}\chi^0_{HH}=0,\qquad p^T\chi^0_R=0,\tag{11}$$

the second by transposition. Equation (10) says that $d_I$ raises $n_I$ by one electron and leaves the other listed occupations unchanged. It is the bare response to the perturbation $\alpha=(\chi^0_{HH})^{-1}e_I$, with $e_I$ the unit vector, so by the $K=0$ form of (7) it is the density change of lowest band energy that does so. Being a pair vector, it is neutral: it contains the added Hubbard charge and also the hole left where the charge came from. It is not the density of a localized orbital. Equation (11) says that $\chi^0_R$ neither responds to the Hubbard perturbations nor changes the Hubbard occupations. The subtracted piece has rank $m$, so $m$ directions of the $N$ are removed.

## The partition

Put $v=p\alpha$ in (4) and insert the split (9):

$$\rho=D\,\chi^0_{HH}D^T(p\alpha+K\rho)+\chi^0_R\,(p\alpha+K\rho).\tag{12}$$

Multiply from the left by $p^T$. The last term vanishes by (11), $p^TD=1$ by (10), and the transpose of (10) gives $D^Tp\alpha=\alpha$. Hence

$$\delta n=\chi^0_{HH}\left(\alpha+D^TK\rho\right).\tag{13}$$

The factor multiplying $D$ in (12) is thus $\delta n$ itself. In the last term of (12), $\chi^0_Rp\alpha=0$. What remains is

$$\rho=D\,\delta n+\chi^0_RK\rho.\tag{14}$$

The external perturbation has disappeared from (14). The density consists of the bare modes, with amplitudes equal to the actual occupation changes, plus the reaction of the constrained system to the induced potential. The matrix $1-\chi^0_RK$ is invertible. To see this, suppose $y=\chi^0_RKy$. Then $p^Ty=0$ by (11), and by the definition of $\chi^0_R$, $y=\chi^0(Ky+p\lambda)$ for some $\lambda$. Multiplying by $(\chi^0)^{-1}$ gives $-My=p\lambda$, and then $y^TMy=-y^Tp\lambda=0$, which forces $y=0$ because $M$ is positive definite. Therefore

$$\rho=(1-\chi^0_RK)^{-1}D\,\delta n,\qquad K\rho=WD\,\delta n,\qquad W=K(1-\chi^0_RK)^{-1}.$$

Insert this in (13) and multiply by $(\chi^0_{HH})^{-1}$:

$$\left[(\chi^0_{HH})^{-1}-D^TWD\right]\delta n=\alpha .$$

By definition $\alpha=\chi_{HH}^{-1}\delta n$ for every $\delta n$, so the bracket equals $\chi_{HH}^{-1}$. Comparison with (1) gives

$$U=D^TWD.\tag{15}$$

No expansion in $K$ was made. Equation (15) holds in static linear response under the two assumptions.

## Two forms of the screened kernel

Write $A_R=\chi^0_RK$. From $(1-A_R)(1-A_R)^{-1}=1$ and $(1-A_R)^{-1}(1-A_R)=1$ follow

$$(1-A_R)^{-1}=1+A_R(1-A_R)^{-1}=1+(1-A_R)^{-1}A_R .$$

Multiplying the first form by $K$ gives the Dyson equation of the screened kernel,

$$W=K+K\chi^0_RW.\tag{16}$$

Multiplying the second form by $K$ gives

$$W=K+K\chi_RK,\qquad\chi_R=(1-\chi^0_RK)^{-1}\chi^0_R.\tag{17}$$

The matrix $\chi_R$ has a direct physical definition. Apply $v$ self-consistently while multipliers hold every $n_I$ fixed. The total potential felt by the orbitals is $v+K\rho+p\lambda$, and eliminating $\lambda$ as before gives $\rho=\chi^0_R(v+K\rho)$, whose solution is $\rho=\chi_Rv$. So $\chi_R$ is the interacting response at frozen occupations. Equation (15) becomes

$$U=K_{HH}+(KD)^T\chi_R\,(KD),\qquad K_{HH}=D^TKD.\tag{18}$$

The element $U_{IJ}$ can be read as a sequence. The mode $d_J$ creates the Hxc potential $Kd_J$. Its direct action on $d_I$ is $(K_{HH})_{IJ}$. The same potential polarizes the system at fixed occupations, producing the density $\chi_RKd_J$, and the Hxc interaction of that density with $d_I$ is the screening term. Both terms are measurable without forming $W$. From $D\chi^0_{HH}=\chi^0p$ one has $K_{HH}=(\chi^0_{HH})^{-1}\,p^T\chi^0K\chi^0p\,(\chi^0_{HH})^{-1}$, and the middle factor is the product of a one-shot density change with the Hxc potential change of another one-shot density. The screening term is the change of $\langle w_I\rangle$ in a constrained self-consistent run perturbed by $w_J$, where $w_I$ is the operator with pair elements $Kd_I$.

# Part II. Block form, choice of the set, and O$_2$

## Symbols and results carried over

Vectors live on the $N$ occupied-empty pairs of a gapped Kohn-Sham state. The bare response is $\chi^0=\mathrm{diag}(-2/\Delta_\mu)$, the symmetric Hxc kernel is $K$, and $\chi^{-1}=(\chi^0)^{-1}-K=-M$ with $M$ positive definite. The $m$ independent columns of $p$ are the pair elements of the projectors, $\chi^0_{HH}=p^T\chi^0p$, $\chi_{HH}=p^T\chi p$, and $U=(\chi^0_{HH})^{-1}-\chi_{HH}^{-1}$. With $D=\chi^0p(\chi^0_{HH})^{-1}$, $\chi^0_R=\chi^0-D\chi^0_{HH}D^T$ and $\chi_R=(1-\chi^0_RK)^{-1}\chi^0_R$, the result is $U=D^TWD=K_{HH}+(KD)^T\chi_R(KD)$, where $W=K+K\chi^0_RW$ and $K_{HH}=D^TKD$. The minimum of $\tfrac12\rho^TM\rho$ at fixed $p^T\rho=\delta n$ is $-\tfrac12\delta n^T\chi_{HH}^{-1}\delta n$.

## The inverse of a block

Let $X$ be symmetric with inverse $G$, both divided into blocks $H$ and $R$, with $G_{RR}$ invertible. The first block column of $GX=1$ reads

$$G_{HH}X_{HH}+G_{HR}X_{RH}=1,\qquad G_{RH}X_{HH}+G_{RR}X_{RH}=0 .$$

The second equation gives $X_{RH}=-G_{RR}^{-1}G_{RH}X_{HH}$. Putting this in the first,

$$X_{HH}^{-1}=G_{HH}-G_{HR}G_{RR}^{-1}G_{RH},\tag{19}$$

the Schur complement of $G_{RR}$.

Complete $p$ to a basis of potentials, $B=[p,q]$, with $q$ any $N\times(N-m)$ matrix that makes $B$ invertible. A potential is $v=Ba$ with amplitudes $a$, and a density is described by the expectation values $B^T\rho$. Responses transform as $c=B^T\chi^0B$ and $X=B^T\chi B$, whose $HH$ blocks are $\chi^0_{HH}$ and $\chi_{HH}$ for every $q$. Inverses and kernels transform oppositely: $X^{-1}=B^{-1}\chi^{-1}B^{-T}=A-k$, with $A=c^{-1}$ and $k=B^{-1}KB^{-T}$. The elements of $k$ are the kernel between the columns of $B^{-T}$, the density modes dual to the potentials, and the first $m$ of these modes depend on $q$.

Choose $q$ with $q^T\chi^0p=0$. Then $c$ and $A$ are block diagonal. Also $p^TD=1$ and $q^TD=0$, so $B^TD=[1;0]$ and $D$ is the first block of $B^{-T}=[D,E]$. This makes $k_{HH}=K_{HH}$, $k_{RH}=E^TKD$ and $k_{RR}=E^TKE$. In (19), take $G=A-k$, with $G_{HH}=(\chi^0_{HH})^{-1}-K_{HH}$, $G_{HR}=-k_{HR}$ and $G_{RR}=c_{RR}^{-1}-k_{RR}$. The two minus signs of the off-diagonal blocks cancel, and

$$U=K_{HH}+k_{HR}\,g\,k_{RH},\qquad g=\left(c_{RR}^{-1}-k_{RR}\right)^{-1}.\tag{20}$$

This agrees with (18). From $\chi^0=B^{-T}cB^{-1}=D\chi^0_{HH}D^T+Ec_{RR}E^T$ one reads $\chi^0_R=Ec_{RR}E^T$. Then $(1-\chi^0_RK)EgE^T=E(1-c_{RR}k_{RR})gE^T=Ec_{RR}(c_{RR}^{-1}-k_{RR})gE^T=\chi^0_R$, so $\chi_R=EgE^T$.

We have shown, by the Dyson equation and again by block inversion, that $U$ is the Hxc kernel between the bare density modes $D$, screened by the response at fixed listed occupations. What remains is to find the sign of the screening, compare other splits and nested lists, and test the result on triplet O$_2$.
